# Why Halving Waveguide Roughness Quarters First-Order Scattering Loss: verification in Python

```python
# RESULT UNDER TEST: first-order roughness loss of a guided mode is
#   a = sigma^2 * B,  B independent of sigma at fixed normalized correlation,
# so halving sigma divides the loss (also in dB/cm) by four.
# Model: 2D symmetric slab, TE mode, upper wall rough, lower wall smooth.
# Symbols: k vacuum wave number, beta mode propagation constant,
#   b half-width, D = n_core^2 - n_clad^2, W = phi(b)^2 / integral(phi^2),
#   S(K) Fourier transform of the normalized correlation exp(-|u|/Lc),
#   q longitudinal wave number of the scattered wave.
# Lengths are in angstrom, wave numbers and loss coefficients in 1/angstrom.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import lfilter

hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
bohr_A = constants.physical_constants["Bohr radius"][0] * 1e10
photon_eV = 0.8
n_core, n_clad = 3.0, 1.5
width = 2500.0
b = width / 2
corr_length = 500.0
sigma_rough, sigma_smooth = 20.0, 10.0
background = 1e-9
path = 1e8

# In atomic units k = omega / c with c = 1 / fine-structure constant.
k = photon_eV / hartree_eV * constants.fine_structure / bohr_A
D = n_core**2 - n_clad**2
V = k * b * np.sqrt(D)
assert V < np.pi / 2, "the slab must carry a single TE mode"

# Guided mode and its normalized intensity at the wall
x_mode = brentq(lambda x: x * np.sin(x) - np.sqrt(V**2 - x**2) * np.cos(x),
                1e-6, V * (1 - 1e-12))
kappa = x_mode / b
beta = np.sqrt((n_core * k)**2 - kappa**2)
gamma = np.sqrt(beta**2 - (n_clad * k)**2)
W = kappa**2 / (k**2 * D) / (b + 1 / gamma)
inside = quad(lambda x: np.cos(kappa * x)**2, 0, b)[0]
outside = quad(lambda t: np.cos(kappa * b)**2 * np.exp(-2 * t) / gamma,
               0, 40)[0]
W_quadrature = np.cos(kappa * b)**2 / (2 * (inside + outside))
assert abs(W_quadrature / W - 1) < 1e-7


def im_green(q):
    """Imaginary part of the outgoing slab response at the wall."""
    p = np.sqrt((n_core * k)**2 - q**2)
    u = np.sqrt((n_clad * k)**2 - q**2)
    t = np.tan(p * b)
    return 0.5 * (u / (u**2 + (p * t)**2) + u / (u**2 + (p / t)**2))


def spectrum(K, length):
    return 2 * length / (1 + (K * length)**2)


coupling = (k**2 * D)**2 * W / beta
q_max = n_clad * k


def loss_parts(sigma, length):
    def integrand(theta):
        q = q_max * np.cos(theta)
        return (spectrum(q - beta, length) * im_green(q)
                * q_max * np.sin(theta))
    integral = quad(integrand, 1e-9, np.pi - 1e-9)[0] / (2 * np.pi)
    radiation = sigma**2 * coupling * integral
    backward = (sigma * k**2 * D * W / (2 * beta))**2 \
        * spectrum(2 * beta, length)
    return radiation, backward


def sine_loss(K, height):
    """First-order radiation loss of the wall h = height * cos(K z)."""
    waves = [q for q in (beta - K, beta + K) if abs(q) < q_max]
    return height**2 / 4 * coupling * sum(im_green(q) for q in waves)


def corrugated_beta(K, profile, start0, start1, top_order=4):
    """Complex propagation constant of a periodic wall, not expanded in h.

    The field is a sum of harmonics in core and cladding; the field and its
    x-derivative are matched on the displaced wall itself.
    """
    m = np.arange(-top_order, top_order + 1)
    phase = 2 * np.pi * np.arange(64) / 64
    h = profile(phase)
    harmonics = np.exp(1j * np.outer(phase, m))
    project = harmonics.conj().T / len(phase)
    p_ref = np.sqrt((n_core * k)**2 - (beta + m * K)**2 + 0j)
    scale = np.exp(-2 * b * np.abs(p_ref.imag))
    pick = np.zeros(2 * len(m), complex)
    pick[top_order] = 1

    def mismatch(trial):
        q = trial + m * K
        p = np.sqrt((n_core * k)**2 - q**2 + 0j)
        u2 = (n_clad * k)**2 - q**2 + 0j
        u = np.sqrt(u2)
        u = np.where((u2.real < 0) & (u.imag < 0), -u, u)
        arg = np.outer(2 * b + h, p)
        core = (np.cos(arg) - 1j * u / p * np.sin(arg)) * scale
        core_dx = (-p * np.sin(arg) - 1j * u * np.cos(arg)) * scale
        clad = np.exp(1j * np.outer(h, u))
        matrix = np.block([
            [project @ (core * harmonics), -project @ (clad * harmonics)],
            [project @ (core_dx * harmonics) / k,
             -project @ (1j * u * clad * harmonics) / k]])
        return 1 / np.linalg.solve(matrix, pick)[top_order]

    old, new = complex(start0), complex(start1)
    f_old = mismatch(old)
    for _ in range(60):
        f_new = mismatch(new)
        if f_new == f_old:
            break
        step = -f_new * (new - old) / (f_new - f_old)
        old, f_old = new, f_new
        new = new + step
        if abs(step) < 1e-12 * abs(new):
            return new
    raise RuntimeError("propagation constant did not converge")


def full_sine_loss(K, sigma):
    height = np.sqrt(2) * sigma
    root = corrugated_beta(K, lambda t: height * np.cos(t),
                           beta * (1 + 1e-6), beta * (1 + 1e-5j))
    return 2 * root.imag


# Radiation formula against the full corrugated-wall solution
grating_rows = []
for fraction in (0.45, 0.85, 1.30, 1.45):
    K = fraction * beta
    full = full_sine_loss(K, sigma_smooth)
    first = sine_loss(K, np.sqrt(2) * sigma_smooth)
    assert abs(full / first - 1) < 0.01, (fraction, full, first)
    grating_rows.append((K, full, first))

# Factor four from the full solution, and its failure at large height
K_test = 1.30 * beta
full_rough = full_sine_loss(K_test, sigma_rough)
full_smooth = full_sine_loss(K_test, sigma_smooth)
ratio_small = full_rough / full_smooth
ratio_large = full_sine_loss(K_test, 200.0) / full_sine_loss(K_test, 100.0)
assert abs(ratio_small - 4) < 0.02
assert abs(ratio_large - 4) > abs(ratio_small - 4)

# Two Fourier components: their first-order losses add
K_two, small = 0.6 * beta, 2.0
root_two = corrugated_beta(
    K_two, lambda t: small * (np.cos(t) + np.cos(2 * t)),
    beta * (1 + 1e-6), beta * (1 + 1e-5j))
two_full = 2 * root_two.imag
two_sum = sine_loss(K_two, small) + sine_loss(2 * K_two, small)
assert abs(two_full / two_sum - 1) < 0.01

# Backward coupling: field decay constant inside the Bragg gap
gap_decay = []
for sigma in (sigma_rough, sigma_smooth):
    predicted = k**2 * D * W * np.sqrt(2) * sigma / (4 * beta)
    root = corrugated_beta(
        2 * beta, lambda t: np.sqrt(2) * sigma * np.cos(t),
        beta + 0.85j * predicted, beta + 0.9j * predicted)
    assert abs(root.imag / predicted - 1) < 0.01
    gap_decay.append(root.imag)
ratio_gap = gap_decay[0] / gap_decay[1]
assert abs(ratio_gap - 2) < 0.02

# Spectral average against random walls generated point by point
rng = np.random.default_rng(1)
dz, points, walls = 50.0, 2000, 3000
rho = np.exp(-dz / corr_length)
noise = rng.standard_normal((walls, points)) * sigma_rough
noise[:, 1:] *= np.sqrt(1 - rho**2)
wall = lfilter([1.0], [1.0, -rho], noise, axis=1)
nodes, weights = np.polynomial.legendre.leggauss(24)
theta = np.pi / 2 * (nodes + 1)
q_nodes = q_max * np.cos(theta)
angle = np.outer(dz * np.arange(points), q_nodes - beta)
power = ((wall @ np.cos(angle))**2 + (wall @ np.sin(angle))**2).mean(axis=0)
power *= dz**2 / (points * dz)
random_loss = coupling / (2 * np.pi) * np.sum(
    weights * np.pi / 2 * q_max * np.sin(theta) * power * im_green(q_nodes))
rad_rough, back_rough = loss_parts(sigma_rough, corr_length)
# 3 percent covers sampling noise, finite wall length and point spacing
assert abs(random_loss / rad_rough - 1) < 0.03

# Worked example and the two comparison cases
rad_smooth, back_smooth = loss_parts(sigma_smooth, corr_length)
total_rough = rad_rough + back_rough
total_smooth = rad_smooth + back_smooth
total_longer = sum(loss_parts(sigma_smooth, 2 * corr_length))
ratio_longer = total_rough / total_longer
ratio_background = (total_rough + background) / (total_smooth + background)
assert abs(ratio_longer - 4) > 0.1
to_dB_cm = 10 / np.log(10) * 1e8


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("photon energy", photon_eV, "eV")
show("core index", n_core)
show("cladding index", n_clad)
show("full slab width", width, "A")
show("correlation length", corr_length, "A")
show("rms roughness, rough wall", sigma_rough, "A")
show("rms roughness, smoother wall", sigma_smooth, "A")
show("vacuum wave number k", k, "1/A", ".5e")
show("single-mode parameter k b sqrt(D), must be < pi/2", V)
show("transverse wave number kappa", kappa, "1/A", ".5e")
show("cladding decay constant gamma", gamma, "1/A", ".5e")
show("propagation constant beta", beta, "1/A", ".5e")
show("wall intensity W, formula", W, "1/A", ".5e")
show("wall intensity W, quadrature", W_quadrature, "1/A", ".5e")
show("radiation loss, rough", rad_rough, "1/A", ".4e")
show("backscattering loss, rough", back_rough, "1/A", ".4e")
show("total scattering loss, rough", total_rough, "1/A", ".4e")
show("radiation loss, smoother", rad_smooth, "1/A", ".4e")
show("backscattering loss, smoother", back_smooth, "1/A", ".4e")
show("total scattering loss, smoother", total_smooth, "1/A", ".4e")
show("total scattering loss, rough", total_rough * to_dB_cm, "dB/cm", ".3f")
show("total scattering loss, smoother", total_smooth * to_dB_cm,
     "dB/cm", ".3f")
show("ratio of total scattering losses", total_rough / total_smooth,
     "", ".4f")
show("path for transmission", path, "A", ".1e")
show("transmission, rough", np.exp(-total_rough * path), "", ".4f")
show("transmission, smoother", np.exp(-total_smooth * path), "", ".4f")
show("random-wall radiation loss, rough", random_loss, "1/A", ".4e")
for K, full, first in grating_rows:
    print(f"sine wall, rms 10 A, K = {K:.4e} 1/A: "
          f"full {full:.4e} 1/A, first order {first:.4e} 1/A")
show("sine wall full loss, rms 20 A, K = 1.30 beta", full_rough,
     "1/A", ".4e")
show("sine wall full loss ratio, rms 20 to 10 A", ratio_small, "", ".4f")
show("sine wall full loss ratio, rms 200 to 100 A", ratio_large, "", ".4f")
show("two-component wall, full loss", two_full, "1/A", ".4e")
show("two-component wall, sum of first-order losses", two_sum,
     "1/A", ".4e")
show("Bragg gap field decay, rms 20 A", gap_decay[0], "1/A", ".4e")
show("Bragg gap field decay, rms 10 A", gap_decay[1], "1/A", ".4e")
show("Bragg gap field decay ratio", ratio_gap, "", ".4f")
show("loss, rms halved and correlation length doubled", total_longer,
     "1/A", ".4e")
show("loss ratio in that case", ratio_longer, "", ".3f")
show("background loss", background, "1/A", ".1e")
show("ratio of total losses with background", ratio_background, "", ".3f")
print("ALL CHECKS PASSED")
```

It prints:

```
photon energy: 0.8 eV
core index: 3
cladding index: 1.5
full slab width: 2500 A
correlation length: 500 A
rms roughness, rough wall: 20 A
rms roughness, smoother wall: 10 A
vacuum wave number k: 4.05418e-04 1/A
single-mode parameter k b sqrt(D), must be < pi/2: 1.317
transverse wave number kappa: 6.87608e-04 1/A
cladding decay constant gamma: 7.97905e-04 1/A
propagation constant beta: 1.00323e-03 1/A
wall intensity W, formula: 1.70240e-04 1/A
wall intensity W, quadrature: 1.70240e-04 1/A
radiation loss, rough: 1.1684e-08 1/A
backscattering loss, rough: 1.7665e-09 1/A
total scattering loss, rough: 1.3450e-08 1/A
radiation loss, smoother: 2.9210e-09 1/A
backscattering loss, smoother: 4.4162e-10 1/A
total scattering loss, smoother: 3.3626e-09 1/A
total scattering loss, rough: 5.841 dB/cm
total scattering loss, smoother: 1.460 dB/cm
ratio of total scattering losses: 4.0000
path for transmission: 1.0e+08 A
transmission, rough: 0.2605
transmission, smoother: 0.7144
random-wall radiation loss, rough: 1.1600e-08 1/A
sine wall, rms 10 A, K = 4.5145e-04 1/A: full 1.1008e-08 1/A, first order 1.1007e-08 1/A
sine wall, rms 10 A, K = 8.5275e-04 1/A: full 8.7283e-09 1/A, first order 8.7288e-09 1/A
sine wall, rms 10 A, K = 1.3042e-03 1/A: full 9.4491e-09 1/A, first order 9.4498e-09 1/A
sine wall, rms 10 A, K = 1.4547e-03 1/A: full 1.0742e-08 1/A, first order 1.0743e-08 1/A
sine wall full loss, rms 20 A, K = 1.30 beta: 3.7789e-08 1/A
sine wall full loss ratio, rms 20 to 10 A: 3.9992
sine wall full loss ratio, rms 200 to 100 A: 3.9144
two-component wall, full loss: 3.8329e-10 1/A
two-component wall, sum of first-order losses: 3.8336e-10 1/A
Bragg gap field decay, rms 20 A: 1.3312e-06 1/A
Bragg gap field decay, rms 10 A: 6.6562e-07 1/A
Bragg gap field decay ratio: 2.0000
loss, rms halved and correlation length doubled: 4.2278e-09 1/A
loss ratio in that case: 3.181
background loss: 1.0e-09 1/A
ratio of total losses with background: 3.312
ALL CHECKS PASSED
```
